# From the BCS State to the Antisymmetrized Geminal Power: a numerical check

```python
"""
Result under test: the N = 2n particle part of the BCS state
    prod_k (u_k + v_k P_k^dagger)|0>,  P_k^dagger = a_k^dagger a_kbar^dagger,
is prod(u) * (Gamma^dagger)^n |0> / n!, Gamma^dagger = sum_k g_k P_k^dagger,
g_k = v_k/u_k (antisymmetrized geminal power, AGP). With x_k = |g_k|^2 and
e_n the elementary symmetric polynomials of x:
    <0|Gamma^n (Gamma^dagger)^n|0> = (n!)^2 e_n(x)
    n_k = x_k e_{n-1}(x without k) / e_n(x)   (occupation per spin-orbital).
One side of each test uses explicit fermion matrices in Fock space,
the other uses the polynomial formulas.
Energies of the worked example are in units of the level spacing.
"""
from itertools import permutations
from math import factorial, sqrt
import numpy as np
import scipy.sparse as sp


def creation_operators(num_orbitals):
    """Jordan-Wigner matrices of a_p^dagger."""
    raise_one = sp.csr_matrix(np.array([[0.0, 0.0], [1.0, 0.0]]))
    sign = sp.csr_matrix(np.diag([1.0, -1.0]))
    operators = []
    for p in range(num_orbitals):
        matrix = sp.identity(1, format="csr")
        for q in range(num_orbitals):
            factor = sign if q < p else raise_one if q == p else sp.identity(2)
            matrix = sp.kron(matrix, factor, format="csr")
        operators.append(matrix)
    return operators


def symmetric_polynomials(x):
    """e_0 ... e_M, adding one level at a time."""
    e = np.zeros(len(x) + 1)
    e[0] = 1.0
    for value in x:
        e[1:] = e[1:] + value * e[:-1]
    return e


def e_without(x, removed, order):
    """Elementary symmetric polynomial with some levels removed."""
    e = symmetric_polynomials(np.delete(x, removed))
    return e[order] if 0 <= order < len(e) else 0.0


def agp_occupations(x, n):
    e_n = symmetric_polynomials(x)[n]
    return np.array([x[k] * e_without(x, [k], n - 1) / e_n
                     for k in range(len(x))])


M = 6
create = creation_operators(2 * M)
pair_create = [(create[2 * k] @ create[2 * k + 1]).tocsr() for k in range(M)]
number_ops = [(c @ c.T).tocsr() for c in create]
particle_number = np.rint(sum(op.diagonal() for op in number_ops)).astype(int)
vacuum = np.zeros(4 ** M, dtype=complex)
vacuum[0] = 1.0


def bcs_state(u, v):
    state = vacuum.copy()
    for k in range(M):
        state = u[k] * state + v[k] * (pair_create[k] @ state)
    return state


def geminal_power(g, n):
    """(Gamma^dagger)^n |0> by repeated application."""
    state = vacuum.copy()
    for _ in range(n):
        state = sum(g[k] * (pair_create[k] @ state) for k in range(M))
    return state


def number_part(state, n):
    return np.where(particle_number == 2 * n, state, 0.0)


def expectation(op, state):
    return np.vdot(state, op @ state) / np.vdot(state, state)


# ---- worked example: evenly spaced levels, chosen gap parameter
xi = np.arange(M) - 2.5
gap = 1.0
v_sq = 0.5 * (1 - xi / np.sqrt(xi ** 2 + gap ** 2))
u_ex, v_ex = np.sqrt(1 - v_sq), np.sqrt(v_sq)

# ---- an unsymmetric complex case, where errors of phase would show
angles = np.array([1.2, 0.9, 0.35, 0.7, 0.2, 1.05])
phases = np.array([0.3, -1.1, 2.0, 0.8, -2.4, 1.7])
u_gen, v_gen = np.cos(angles), np.sin(angles) * np.exp(1j * phases)

for u, v in [(u_ex, v_ex), (u_gen, v_gen)]:
    g = v / u
    x = np.abs(g) ** 2
    e = symmetric_polynomials(x)
    full = bcs_state(u, v)
    assert abs(np.vdot(full, full) - 1) < 1e-12
    p = np.prod(u ** 2) * e
    averaged_occupation = np.zeros(M)
    rotated = [bcs_state(u, v * np.exp(2j * np.pi * j / (M + 1)))
               for j in range(M + 1)]
    for n in range(M + 1):
        part = number_part(full, n)
        power = geminal_power(g, n)
        # projection gives the geminal power, with its prefactor
        assert np.allclose(part, np.prod(u) * power / factorial(n), atol=1e-12)
        # gauge-angle average gives the same fixed-number part
        gauge = sum(np.exp(-2j * np.pi * j * n / (M + 1)) * rotated[j]
                    for j in range(M + 1)) / (M + 1)
        assert np.allclose(gauge, part, atol=1e-12)
        # norm and number distribution
        assert np.isclose(np.vdot(power, power).real,
                          factorial(n) ** 2 * e[n], rtol=1e-10)
        assert np.isclose(np.vdot(part, part).real, p[n], rtol=1e-10)
        # occupations of both partners
        occ = agp_occupations(x, n)
        for k in range(M):
            for orbital in (2 * k, 2 * k + 1):
                direct = expectation(number_ops[orbital], power).real
                assert abs(direct - occ[k]) < 1e-10
        assert abs(occ.sum() - n) < 1e-10
        averaged_occupation += p[n] * occ
        # pair transfer and joint occupation
        for k in range(M):
            joint_sum = 0.0
            for l in range(M):
                if l == k:
                    continue
                transfer = (np.conj(g[k]) * g[l]
                            * e_without(x, [k, l], n - 1) / e[n])
                op = pair_create[k] @ pair_create[l].T
                direct_transfer = expectation(op, power)
                assert abs(direct_transfer - transfer) < 1e-10
                from_occ = (np.conj(g[k]) * g[l] * (occ[k] - occ[l])
                            / (x[k] - x[l]))
                assert abs(direct_transfer - from_occ) < 1e-9
                joint = x[k] * x[l] * e_without(x, [k, l], n - 2) / e[n]
                op = number_ops[2 * k] @ number_ops[2 * l]
                direct_joint = expectation(op, power).real
                assert abs(direct_joint - joint) < 1e-10
                joint_sum += direct_joint
            assert abs(joint_sum - (n - 1) * occ[k]) < 1e-9
    # averaging over particle number restores the BCS occupations
    assert np.allclose(averaged_occupation, np.abs(v) ** 2, atol=1e-12)
    # different levels are uncorrelated in the unprojected state
    for k in range(M):
        for l in range(k):
            both = expectation(number_ops[2 * k] @ number_ops[2 * l], full).real
            assert abs(both - abs(v[k] * v[l]) ** 2) < 1e-12
            hop = expectation(pair_create[k] @ pair_create[l].T, full)
            assert abs(hop - u[k] * np.conj(v[k]) * u[l] * v[l]) < 1e-12

# ---- generating function at a point away from t = 1
x_gen = np.abs(v_gen / u_gen) ** 2
t = 0.37
assert np.isclose(np.prod(1 + t * x_gen),
                  np.polyval(symmetric_polynomials(x_gen)[::-1], t))

# ---- a common factor in g: same normalized AGP, other number distribution
scale = 1.8
g_scaled = scale * v_gen / u_gen
u_scaled = 1 / np.sqrt(1 + np.abs(g_scaled) ** 2)
part_a = number_part(bcs_state(u_gen, v_gen), 3)
part_b = number_part(bcs_state(u_scaled, g_scaled * u_scaled), 3)
norm_a, norm_b = np.linalg.norm(part_a), np.linalg.norm(part_b)
assert np.allclose(part_a / norm_a, part_b / norm_b, atol=1e-12)
assert abs(norm_a ** 2 - norm_b ** 2) > 1e-3

# ---- a level with u = 0 is a filled core pair
u_core, v_core = u_gen.copy(), v_gen.copy()
u_core[0], v_core[0] = 0.0, np.exp(0.3j)
g_rest = np.zeros(M, dtype=complex)
g_rest[1:] = v_core[1:] / u_core[1:]
core_agp = (v_core[0] * np.prod(u_core[1:])
            * (pair_create[0] @ geminal_power(g_rest, 2)) / factorial(2))
core_bcs = bcs_state(u_core, v_core)
assert np.allclose(number_part(core_bcs, 3), core_agp, atol=1e-12)
assert np.linalg.norm(number_part(core_bcs, 0)) < 1e-14

# ---- limits: equal coefficients, and n dominant coefficients
equal = geminal_power(np.full(M, 0.6), 2)
for k in range(M):
    assert abs(expectation(number_ops[2 * k], equal).real - 2 / M) < 1e-12
determinant = pair_create[0] @ (pair_create[1] @ (pair_create[2] @ vacuum))
losses = []
for strength in (1e2, 1e3):
    g_dominant = np.array([strength] * 3 + [1.0] * 3)
    state = geminal_power(g_dominant, 3)
    overlap = abs(np.vdot(determinant, state)) ** 2 / np.vdot(state, state).real
    losses.append(1 - overlap)
assert losses[1] < 1e-4 and losses[1] < losses[0] / 50

# ---- first quantization: antisymmetrized product of two equal geminals
small_create = [c.toarray() for c in creation_operators(6)]
g_small = np.array([0.7, -0.4 + 0.5j, 1.3])
geminal = np.zeros((6, 6), dtype=complex)
gamma = np.zeros((64, 64), dtype=complex)
for k in range(3):
    geminal[2 * k, 2 * k + 1] = g_small[k] / sqrt(2)
    geminal[2 * k + 1, 2 * k] = -g_small[k] / sqrt(2)
    gamma += g_small[k] * small_create[2 * k] @ small_create[2 * k + 1]
product = np.einsum("ab,cd->abcd", geminal, geminal)
antisymmetrized = np.zeros_like(product)
for order in permutations(range(4)):
    parity = round(np.linalg.det(np.eye(4)[list(order)]))
    antisymmetrized += parity * np.transpose(product, order) / factorial(4)
wavefunction = sqrt(factorial(4)) / 2 * antisymmetrized
small_state = (gamma @ gamma)[:, 0]
for a in range(6):
    state_a = small_create[a].T @ small_state
    for b in range(6):
        state_b = small_create[b].T @ state_a
        for c in range(6):
            state_c = small_create[c].T @ state_b
            for d in range(6):
                amplitude = (small_create[d].T @ state_c)[0] / sqrt(factorial(4))
                assert abs(amplitude - wavefunction[a, b, c, d]) < 1e-12

# ---- printed numbers of the worked example
n = 3
g = v_ex / u_ex
x = g ** 2
e = symmetric_polynomials(x)
u_product_sq = np.prod(u_ex ** 2)
p = u_product_sq * e
occ = agp_occupations(x, n)
print(f"levels M = {M}, pairs n = {n}, gap parameter = {gap:.1f} spacing")
print("level: xi (spacing), BCS v^2, g, x (last three dimensionless)")
for k in range(M):
    print(f"  {k + 1}: {xi[k]:+.1f}  {v_sq[k]:.6f}  {g[k]:.6f}  {x[k]:.6f}")
print(f"product of u_k^2 = {u_product_sq:.8f} (dimensionless)")
print("pairs m: e_m, probability p_m in BCS state (dimensionless)")
for m in range(M + 1):
    print(f"  {m}: {e[m]:.6f}  {p[m]:.6f}")
mean_number = 2 * np.dot(np.arange(M + 1), p)
variance = 4 * np.dot(np.arange(M + 1) ** 2, p) - mean_number ** 2
assert np.isclose(variance, 4 * np.sum(v_sq * (1 - v_sq)))
print(f"BCS mean particle number = {mean_number:.6f} particles")
print(f"BCS particle-number variance = {variance:.6f} particles^2")
print(f"BCS particle-number spread = {sqrt(variance):.6f} particles")
print(f"norm squared of (Gamma^dagger)^3|0> = {factorial(n)**2 * e[n]:.6f}")
print("level: e_2 without it, AGP n_k, n_k - v_k^2 (dimensionless)")
for k in range(M):
    print(f"  {k + 1}: {e_without(x, [k], n - 1):.6f}  {occ[k]:.6f}"
          f"  {occ[k] - v_sq[k]:+.6f}")
print(f"sum of AGP n_k = {occ.sum():.6f} pairs")
k, l = 2, 3
a1, a2 = e_without(x, [k, l], 1), e_without(x, [k, l], 2)
transfer = g[k] * g[l] * a2 / e[n]
joint = x[k] * x[l] * a1 / e[n]
print("levels 3 and 4 (dimensionless):")
print(f"  A_1 = {a1:.6f}, A_2 = {a2:.6f}")
print(f"  pair transfer: AGP {transfer:.6f}, "
      f"BCS {u_ex[k] * v_ex[k] * u_ex[l] * v_ex[l]:.6f}")
print(f"  joint occupation: AGP {joint:.6f}, BCS {v_sq[k] * v_sq[l]:.6f}")
print(f"  AGP covariance = {joint - occ[k] * occ[l]:.6f}")
print(f"  AGP -n_3(1-n_3) = {-occ[k] * (1 - occ[k]):.6f}")
print("all tests passed")
```

It prints:

```
levels M = 6, pairs n = 3, gap parameter = 1.0 spacing
level: xi (spacing), BCS v^2, g, x (last three dimensionless)
  1: -2.5  0.964238  5.192582  26.962912
  2: -1.5  0.916025  3.302776  10.908327
  3: -0.5  0.723607  1.618034  2.618034
  4: +0.5  0.276393  0.618034  0.381966
  5: +1.5  0.083975  0.302776  0.091673
  6: +2.5  0.035762  0.192582  0.037088
product of u_k^2 = 0.00053050 (dimensionless)
pairs m: e_m, probability p_m in BCS state (dimensionless)
  0: 1.000000  0.000531
  1: 41.000000  0.021751
  2: 414.000000  0.219629
  3: 973.000000  0.516180
  4: 414.000000  0.219629
  5: 41.000000  0.021751
  6: 1.000000  0.000531
BCS mean particle number = 6.000000 particles
BCS particle-number variance = 2.491247 particles^2
BCS particle-number spread = 1.578368 particles
norm squared of (Gamma^dagger)^3|0> = 35028.000000
level: e_2 without it, AGP n_k, n_k - v_k^2 (dimensionless)
  1: 35.519232  0.984277  +0.020039
  2: 85.750193  0.961348  +0.045322
  3: 313.514708  0.843569  +0.119962
  4: 398.485292  0.156431  -0.119962
  5: 410.249807  0.038652  -0.045322
  6: 412.480768  0.015723  -0.020039
sum of AGP n_k = 3.000000 pairs
levels 3 and 4 (dimensionless):
  A_1 = 38.000000, A_2 = 299.000000
  pair transfer: AGP 0.307297, BCS 0.200000
  joint occupation: AGP 0.039054, BCS 0.200000
  AGP covariance = -0.092906
  AGP -n_3(1-n_3) = -0.131961
all tests passed
```
